Kubo-Greenwood thermoelectric coefficients, PAW velocities and the Wiedemann-Franz law, part 2

Independent electrons of charge −1 with one-electron Hamiltonian H move in a large sample of volume Ω, isotropic on average and without magnetic field. Static disorder may scatter them, but they exchange no energy with phonons or with each other. Hartree atomic units are used, and T denotes k_B times the temperature. Each orbital, of energy ε_n, holds two electrons, with occupation per spin

f_n = f(ε_n), f(ε) = 1/{exp[(ε−μ)/T] + 1}.

Fluxes are taken along the driving force, called x. The velocity is v = i[H,x], also on a lattice with a diagonal position operator; **v**_mn is its vector matrix element. Part (a) found the heat flux elements

(J_2)_mn = w_mn v_mn, w_mn = (ε_m + ε_n)/2 − μ.

The particle and heat flux densities are

j_1 = −(L11 𝓔 + L12 ∇T/T),
j_2 = −(L21 𝓔 + L22 ∇T/T),

with 𝓔 the electrochemical force. For a, b = 1 (particles) and 2 (heat), part (c) gave, with spin included,

Re L_ab(ω) = (2π/3Ωω) Σ_mn (f_m − f_n)|**v**_mn|² w_mn^{a+b−2} δ(ε_n − ε_m − ω),

so that L12 = L21. From here on L_ab means this real part.

The numerical output at the end also lists checks of earlier parts: the response of a disordered 12-site chain, the local energy change in a tight-binding chain caused by a field F that mimics a temperature gradient, and velocity elements rebuilt from smooth PAW pseudo orbitals and partial waves in a one-dimensional crystal of Gaussian wells.

### (e) One spectral function and a thermal window

**Question.** Write all L_ab(ω) as energy integrals over one spectral function. Find the static limit, and find what a finite frequency does to L22 when the spectral function is constant. Would the weight (ε_m−μ)(ε_n−μ) serve as well as w²?

**Solution.** Let ε be the mean energy of a pair. The delta function fixes ε_m = ε − ω/2 and ε_n = ε + ω/2. Define

Σ(ε,ω) = (2π/3Ω) Σ_mn |**v**_mn|² δ[ε − (ε_m+ε_n)/2] δ(ε_n − ε_m − ω).

Inserting 1 = ∫dε δ[ε − (ε_m+ε_n)/2] into L_ab gives

L_ab(ω) = ∫dε W(ε) (ε−μ)^{a+b−2} Σ(ε,ω),
W(ε) = [f(ε−ω/2) − f(ε+ω/2)]/ω.

As ω → 0 the window W becomes −f′(ε), a peak of width about T at the chemical potential. Then

L_ab = ∫dε (−f′)(ε−μ)^{a+b−2} Σ(ε),
Σ(ε) = (2π/3Ω) Σ_mn |**v**_mn|² δ(ε−ε_m) δ(ε−ε_n).

The change from mean and difference to ε_m and ε_n has unit Jacobian, so no factor appears. Σ(ε) is the conductivity that the electrons would have at zero temperature with chemical potential ε.

The order of limits matters. In a finite sample the levels are discrete, and for ω below their spacing there is almost nothing to absorb. The volume must grow first, so that Σ(ε,ω) becomes smooth; then ω may go to zero. In a finite cell the delta function is given a width larger than the level spacing and smaller than T. The width, like ω, must also be small against the scattering rate, the scale on which Σ(ε,ω) falls off with ω. Otherwise the broadening averages over that fall and L11 comes out too low, which in a weakly scattering metal happens at widths well below T.

The moments of −f′ are needed next. Put u = (ε−μ)/T, so that f = 1/(e^u + 1). The peak is even in u, so odd moments vanish. For an even power 2r with r ≥ 1, integration by parts on u > 0 gives

M_2r = ∫dε (−f′)(ε−μ)^{2r} = 2T^{2r}·2r ∫₀^∞ du u^{2r−1}/(e^u + 1).

Expand 1/(e^u+1) = e^{−u} − e^{−2u} + e^{−3u} − … and use ∫₀^∞ u^{2r−1}e^{−ku}du = (2r−1)!/k^{2r}:

M_2r = 2(2r)! T^{2r} (1 − 1/2^{2r} + 1/3^{2r} − …).

The alternating sums are π²/12 for r = 1 and 7π⁴/720 for r = 2. Thus

M_0 = 1, M_2 = π²T²/3, M_4 = 7π⁴T⁴/15.

At finite ω the window is an average of shifted peaks, because

f(ε−ω/2) − f(ε+ω/2) = ∫ds [−f′(ε+s)], with s from −ω/2 to ω/2.

In the second moment of W substitute y = ε + s − μ, so that (ε−μ)² = (y−s)². The cross term vanishes by symmetry, and

∫dε W (ε−μ)² = M_2 + (1/ω)∫ds s² = π²T²/3 + ω²/12.

For constant Σ this is L22/L11.

The alternative weight is

(ε_m−μ)(ε_n−μ) = (w − ω/2)(w + ω/2) = w² − ω²/4.

It would give π²T²/3 + ω²/12 − ω²/4 = π²T²/3 − ω²/6. The two choices share the static limit and differ at order ω². The heat flux of part (a) requires w². At ω = 1.5T quadrature gives 3.477T² for w² and 2.915T² for the product, in agreement with the two formulas. The static value is 3.290T², so the deviations are +5.7% and −11.4% of it.

### (f) Transport coefficients and the degenerate limit

**Question.** Express the electrical conductivity σ, the Seebeck coefficient S and the thermal conductivity κ through L_ab. Then find κ/(σT) at low temperature, with its first correction, and state when the limit applies.

**Solution.** The electric current density is −j_1, because each electron carries charge −1:

−j_1 = L11 𝓔 + L12 ∇T/T.

At uniform temperature this gives σ = L11. The thermal conductivity is measured with no electric current. Setting j_1 = 0 yields

𝓔 = −(L12/L11) ∇T/T.

With the definition 𝓔 = S∇T,

S = −L12/(T L11).

Insert this 𝓔 into the heat flux and use L21 = L12:

j_2 = −(L22 − L12²/L11) ∇T/T.

Since κ is defined by j_2 = −κ∇T,

κ = (L22 − L12²/L11)/T.

The subtracted term is the heat that the electrons would carry along if a current were allowed to flow; the voltage that builds up stops it.

In the static limit the ratio has a simple reading. Let ⟨g⟩ be the average of g(ε) with the non-negative weight (−f′)Σ(ε), normalized by L11. Then L12/L11 = ⟨ε−μ⟩ and L22/L11 = ⟨(ε−μ)²⟩, so

κ/(σT) = [⟨(ε−μ)²⟩ − ⟨ε−μ⟩²]/T².

This is the variance of the energy of the conducting electrons in units of T². It cannot be negative, so κ ≥ 0. Multiplying Σ by a constant changes neither average, which is why the overall strength of scattering cancels.

For low T, let Σ(ε) be smooth over a range of several T around μ, with Σ(μ) ≠ 0. Expand it in ε−μ, and write Σ, Σ′ and Σ″ for the values at μ. With the moments of part (e),

L11 = Σ + ½Σ″M_2 + … = Σ + (π²T²/6)Σ″ + O(T⁴),
L12 = Σ′M_2 + … = (π²T²/3)Σ′ + O(T⁴),
L22 = ΣM_2 + ½Σ″M_4 + … = (π²T²/3)Σ + (7π⁴T⁴/30)Σ″ + O(T⁶).

To find κ/(σT) = L22/(L11T²) − L12²/(L11²T²), treat the terms one at a time. Taking π²Σ/3 out of L22/T² leaves the correction (7π⁴/30)(3/π²) = 7π²/10. Hence

L22/(L11T²) = (π²/3)[1 + (7π²T²/10)Σ″/Σ][1 − (π²T²/6)Σ″/Σ] + O(T⁴)
= (π²/3)[1 + π²T²(7/10 − 1/6)Σ″/Σ] + O(T⁴)
= (π²/3)[1 + (8/15)π²T²Σ″/Σ] + O(T⁴).

The second term is

L12²/(L11²T²) = (π⁴T²/9)(Σ′/Σ)² + O(T⁴) = (π²/3)(π²T²/3)(Σ′/Σ)² + O(T⁴).

Together,

κ/(σT) = (π²/3){1 + π²T²[(8/15)Σ″/Σ − (1/3)(Σ′/Σ)²]} + O(T⁴).

As T → 0 the ratio tends to π²/3. This is the Wiedemann-Franz law. With temperature in kelvin and charge in coulombs the limit is

κ/(σT) → (π²/3)(k_B/e)² = 2.443×10⁻⁸ W Ω/K².

The same expansion gives S → −(π²T/3)Σ′/Σ, which vanishes linearly with T. Charge transport samples Σ at μ. Heat transport samples the same Σ, multiplied by the mean square thermal energy π²T²/3, and the universal number is this second moment of the Fermi window.

The conditions can be read from the derivation. Σ must not vanish at μ, which excludes an insulator with μ in its gap. The corrections must be small, which is assured when Σ changes little over the scale T. A small bracket alone does not imply slow variation: for Σ proportional to ε^{8/3} its two terms cancel, (8/15)(8/3)(5/3) = (1/3)(8/3)², and the deviation starts at order T⁴. The frequency must be small against T: for constant Σ, part (e) gives the ratio L22/(L11T²) = (π²/3)[1 + ω²/(4π²T²)]. Scattering that changes the electron's energy, and heat carried by phonons, lie outside the model from the start, so nothing here shows that the law survives them.

As a check of the correction take Σ proportional to ε^{3/2}, with energies measured from the band edge. Then Σ′/Σ = 3/(2μ) and Σ″/Σ = 3/(4μ²). The bracket is

[(8/15)(3/4) − (1/3)(9/4)]/μ² = (0.40 − 0.75)/μ² = −0.35/μ².

At T/μ = 0.01 the relative deviation from π²/3 should be −0.35π²×10⁻⁴ = −3.454×10⁻⁴. Quadrature of the full integrals gives −3.451×10⁻⁴. The remaining difference is about 0.1% of the correction.

### (g) A disordered lattice

**Question.** Evaluate the pair sums for a simple cubic lattice model of 1000 sites with periodic boundaries. The spacing is 5 bohr and the nearest-neighbour hopping element is −0.05 hartree. The site energies are random and uniform over a total range of 0.3 hartree, and μ = −0.1 hartree. How close is κ/(σT) to π²/3 at T = 0.01, 0.03 and 0.1 hartree?

**Solution.** This model has no partial waves. Its velocity comes from v = i[H,x], which for neighbouring sites k and l gives

v_kl = iH_kl(x_l − x_k), |v_kl| = 0.05 × 5 = 0.25 a.u.

The volume is 1000 × 5³ = 1.25×10⁵ bohr³. At ω → 0 the delta function sets ω = ε_n − ε_m, and the sum to evaluate is

L_ab = (2π/3Ω) Σ_{m≠n} [(f_m−f_n)/(ε_n−ε_m)] |**v**_mn|² w_mn^{a+b−2} δ_s(ε_n−ε_m),

where δ_s is a normalized Gaussian of standard deviation s = 0.005 hartree. Six neighbours contribute at most 6 × 0.05 = 0.3 hartree to an eigenvalue in magnitude, and the site energies at most 0.15 hartree. The spectrum therefore lies between −0.45 and 0.45 hartree. A thousand levels in this range have a mean spacing below about 0.001 hartree, which s exceeds. The coefficients are averaged over six disorder samples before ratios are formed.

At T = 0.01 hartree (3158 K) the averages in atomic units are

L11 = 4.583×10⁻², L12 = 7.88×10⁻⁶, L22 = 1.5294×10⁻⁵.

The energy moments of the conducting electrons are

L22/L11 = 3.337×10⁻⁴ hartree²,
(L12/L11)² = (1.72×10⁻⁴)² = 3.0×10⁻⁸ hartree².

The second is negligible beside the first. Thus κ/(σT) = 3.337×10⁻⁴/(0.01)² = 3.337, and

3.337/3.290 = 1.014.

The standard error estimated from the six samples is 0.008. In SI units the same state has σ = 2.11×10⁵ S/m and κ = 16.5 W/(m K). Their ratio is

16.5/(2.11×10⁵ × 3158) = 2.48×10⁻⁸ W Ω/K².

Part of the excess comes from the Gaussian. It admits pairs with an energy difference of mean square s², and for constant Σ each difference ω raises the second moment by ω²/12. The relative rise is

(s²/12)/(π²T²/3) = s²/(4π²T²) = 0.25/39.5 = 0.006.

With s doubled to 0.010 hartree the formula gives 0.025, a rise of 0.019 over the first value. The computed ratio goes from 1.014 to 1.032, a rise of 0.018. After subtracting the estimated smearing effect, both results lie near 1.01, within about one standard error of the Wiedemann-Franz value. The conductivity itself rises by 2.7% when s is doubled. Most of this comes from a shortage of very close levels. The sum leaves out m = n, and levels repel each other, so around a given level about one level is missing compared with a smooth density. If d is the mean spacing near μ, the Gaussian then loses a fraction of about d/(s√(2π)) of the sum. Here d is about 0.0005 hartree, so the loss is about 4% at s = 0.005 hartree and 2% at 0.010 hartree. The values of σ given here are not corrected for it. They are also not converged in cell size: a cell of 512 sites gives σ about 10% higher at this temperature and Lorenz ratios lower by 0.02 to 0.05, while a cell of 1728 sites moves σ by a few per cent and the ratios by about 0.01.

The three temperatures compare as follows, with the standard error of the Lorenz ratio, meaning κ/(σT) divided by π²/3, in brackets:

T = 0.01 hartree: κ/(σT)/(π²/3) = 1.014 (0.008), S = −1.5 μV/K
T = 0.03 hartree: κ/(σT)/(π²/3) = 0.950 (0.012), S = −9.5 μV/K
T = 0.10 hartree: κ/(σT)/(π²/3) = 0.468 (0.007), S = −31.5 μV/K

At 0.03 hartree the ratio is about four standard errors below 1. The subtraction of L12²/L11 accounts for little of this. Here (L12/L11)² = 1.09×10⁻⁵ hartree², against L22/L11 = 2.823×10⁻³ hartree², which is 0.4%. Most of the reduction is already present in L22/L11: the spectral conductivity gives less weight to the tails of the thermal window than a constant would.

At 0.10 hartree the arithmetic is

L22/L11 = 6.318×10⁻⁴/3.776×10⁻² = 1.673×10⁻² hartree²,
(L12/L11)² = (3.656×10⁻²)² = 1.34×10⁻³ hartree²,
κ/(σT) = (1.673 − 0.134)×10⁻²/(0.10)² = 1.54.

A constant Σ would give the variance π²T²/3 = 3.29×10⁻² hartree², more than twice the value found. The thermal window then has a root-mean-square half-width of 0.18 hartree, while the spectrum ends no more than 0.35 hartree below μ. The window reaches energies where there are few states or none, and these contribute little or nothing to the heat flux. Such a band loses the law at high temperature in any case: a quantity confined to an interval of length B has a variance of at most B²/4, so κ/(σT) ≤ B²/(4T²), which tends to zero as T grows.

The sign of S follows from L12 > 0. The chemical potential lies below the centre of the band, and conduction above μ outweighs conduction below it. At 0.10 hartree,

S = −L12/(T L11) = −0.03656/0.10 = −0.366 in units of k_B/e.

The printed Wiedemann-Franz constant gives k_B/e = √(2.443×10⁻⁸/3.290) = 86.2 μV/K, hence S = −31.5 μV/K. At the lowest temperature L12 is a small difference between large contributions from the two sides of μ. With six samples the standard error of S is about 1 μV/K at each of the three temperatures. The value −1.5 μV/K should therefore be read as a small number and no more, and −9.5 and −31.5 μV/K may move by 2 to 3 μV/K with other samples.

The remaining digits are in the numerical output below. The lattice results describe static disorder in a one-band model; they are not a prediction for any material.

Computed results

```
Response check, 12-site chain (hopping units)
 L11: Liouville 9.554551-2.205178j, pair sum 9.554551-2.205178j
 L12: Liouville -0.308497-0.190798j, pair sum -0.308497-0.190798j
 L21: Liouville -0.308497-0.190798j, pair sum -0.308497-0.190798j
 L22: Liouville 2.945648-1.413175j, pair sum 2.945648-1.413175j
Local energy change by field (hopping units): -1.430849e-03
 by temperature T/(1+Fx) (hopping units): -1.430850e-03
Window at frequency/T = 1.5: moment/T^2, mean weight 3.477368
 same with product weight (e_m-mu)(e_n-mu): 2.914868
Sigma=e^1.5, T/mu=0.01: Lorenz ratio - 1 = -3.45126e-04
 Sommerfeld correction = -3.45436e-04
1D crystal: cell 5.0 bohr, well depth 6.0 Ha, width 0.25 bohr
 sphere half-width 1.2 bohr, k = 0.37699 1/bohr
 band energies (Ha): [-2.55721  0.17831  0.89656]
 band slopes (a.u.): [ 8.680000e-04 -3.043160e-01  1.243093e+00]
 PAW diagonal velocities (a.u.): [ 8.680000e-04 -3.043160e-01  1.243093e+00]
 |v_12| (a.u.): all-electron 0.612159, PAW 0.612159, pseudo 0.358567
 |v_23| (a.u.): all-electron 0.277758, PAW 0.277758, pseudo 0.318270
 max error (a.u.): PAW matched 1.5e-14, pseudo only 3.64e-01
 max error (a.u.): energies shifted 0.1 Ha 3.30e-05, one energy 2.33e-02
Lattice: 1000 sites, hopping 0.05 Ha, spacing 5.0 bohr
 disorder 0.3 Ha, mu -0.1 Ha, smearing 0.005 Ha, 6 samples
T = 0.01 Ha = 3158 K, smearing 0.005 Ha
 L11 4.58288e-02, L12 7.8826e-06, L22 1.52940e-05 (a.u.)
 sigma 2.1081e+05 S/m, S -1.48 uV/K, kappa 16.495 W/(m K)
 Lorenz/(pi^2/3) = 1.0143, standard error 0.0079
T = 0.03 Ha = 9473 K, smearing 0.005 Ha
 L11 4.56792e-02, L12 1.5109e-04, L22 1.28967e-04 (a.u.)
 sigma 2.1012e+05 S/m, S -9.50 uV/K, kappa 46.189 W/(m K)
 Lorenz/(pi^2/3) = 0.9498, standard error 0.0122
T = 0.1 Ha = 31578 K, smearing 0.005 Ha
 L11 3.77607e-02, L12 1.3807e-03, L22 6.31771e-04 (a.u.)
 sigma 1.7369e+05 S/m, S -31.51 uV/K, kappa 62.698 W/(m K)
 Lorenz/(pi^2/3) = 0.4679, standard error 0.0073
T = 0.01 Ha = 3158 K, smearing 0.01 Ha
 L11 4.70657e-02, L12 7.5469e-06, L22 1.59854e-05 (a.u.)
 sigma 2.1650e+05 S/m, S -1.38 uV/K, kappa 17.241 W/(m K)
 Lorenz/(pi^2/3) = 1.0323, standard error 0.0082
Wiedemann-Franz limit: 3.289868 (k_B/e)^2 = 2.44300e-08 W Ohm/K^2
```
